# Frank's theorem: paths of fixed orientation on an etched silicon surface

A silicon crystal dissolves in an anisotropic etchant. Let $\mathbf n$ be the unit normal of its surface, pointing from the etchant into the solid. The etch rate $R$ is the distance by which the surface advances along $\mathbf n$ per unit time. Suppose that $R$ depends on $\mathbf n$ and on nothing else: not on position, time, curvature or the history of the surface. This is an idealisation of etching limited by the surface reaction, with the temperature and composition of the liquid uniform in space and constant in time. It leaves out effects of very small radii of curvature, bunched atomic steps, and bubbles or deposits on the surface.

Suppose also that $R$ is positive and twice continuously differentiable near the orientations considered, and that the surface is smooth during the time interval considered. As etching proceeds, the place on the surface where the normal has a chosen direction moves. This place is a geometric marker, not an atom: the atoms that were there have dissolved. The problem is to find its path, how long it exists, and what changes when the assumption on $R$ is dropped.

## (a) An equation for the arrival time

**Let $T(\mathbf x)$ be the time at which the etch front reaches the point $\mathbf x$ of the solid. Express $\nabla T$ through $\mathbf n$ and $R$, and find an equation for $T$ that contains no explicit normal.**

*Solution.* The front at time $t$ is the surface $T(\mathbf x)=t$. Its normal is parallel to $\nabla T$, and $T$ increases into the solid, so $\nabla T=|\nabla T|\,\mathbf n$. During $dt$ the front advances by $R\,dt$ along $\mathbf n$, while $T$ grows by $dt$:

$$
dt=\nabla T\cdot \mathbf n\,R\,dt=|\nabla T|\,R\,dt .
$$

Therefore

$$
\nabla T=\frac{\mathbf n}{R(\mathbf n)}\equiv\mathbf s .
$$

The vector $\mathbf s$ is called the slowness, since its length is the reciprocal of the rate.

To remove the normal, extend $R$ from unit vectors to all non-zero vectors $\mathbf m$ by

$$
H(\mathbf m)=|\mathbf m|\,R\!\left(\frac{\mathbf m}{|\mathbf m|}\right).
$$

For $\mathbf m=\nabla T$ the length is $1/R(\mathbf n)$ and the direction is $\mathbf n$, so

$$
H(\nabla T)=\frac{1}{R(\mathbf n)}\,R(\mathbf n)=1 .
$$

This holds at every point that the smooth front passes.

The function $H$ has degree one: $H(\lambda\mathbf m)=\lambda H(\mathbf m)$ for $\lambda>0$. Two consequences are needed below. Differentiating with respect to $\lambda$ at $\lambda=1$ gives Euler's relation,

$$
\mathbf m\cdot\nabla H(\mathbf m)=H(\mathbf m).
$$

Differentiating with respect to $\mathbf m$ instead gives $\lambda(\nabla H)(\lambda\mathbf m)=\lambda\nabla H(\mathbf m)$. Hence $\nabla H$ depends only on the direction of its argument.

## (b) The path of a fixed orientation

**Use the equation for $T$ to find how a surface point must move if its normal is to stay the same.**

*Solution.* Differentiate $H(\nabla T)=1$ with respect to $x_i$. Because $H$ has no explicit dependence on position, the chain rule gives

$$
\sum_j \frac{\partial H}{\partial m_j}\bigg|_{\nabla T}\,
\frac{\partial^2T}{\partial x_i\,\partial x_j}=0 .
$$

Define $\mathbf v=\nabla H(\nabla T)$, where the outer gradient is taken with respect to $\mathbf m$. The order of the second derivatives may be exchanged, so

$$
(\mathbf v\cdot\nabla)\,\frac{\partial T}{\partial x_i}=0 .
$$

Now let a point move according to $d\mathbf x/dt=\mathbf v(\mathbf x)$. Along its path

$$
\frac{d}{dt}\frac{\partial T}{\partial x_i}
=\sum_j v_j\,\frac{\partial^2T}{\partial x_j\,\partial x_i}=0 .
$$

Thus $\nabla T$ is constant along the path, and so is its direction $\mathbf n$. But $\mathbf v=\nabla H(\nabla T)=\nabla H(\mathbf n)$ is fixed by $\mathbf n$, so $\mathbf v$ is constant as well:

$$
\mathbf x(t)=\mathbf x(0)+\mathbf v(\mathbf n)\,t .
$$

The path is a straight line, covered at constant speed.

It remains to check that the point stays on the surface. By Euler's relation

$$
\frac{dT}{dt}=\mathbf v\cdot\nabla T=H(\nabla T)=1 ,
$$

so a point that starts on the front at $t=0$ satisfies $T(\mathbf x(t))=t$ and lies on the front at each later time. This is Frank's theorem.

Where the Gaussian curvature is non-zero, neighbouring surface points have different normals. The point of given $\mathbf n$ is then locally unique, and it must be the one just constructed. On a plane all points share one normal, so the orientation does not single out a point. The lines $\mathbf x(0)+\mathbf v t$ still lie on the moving plane, but other choices of marker would do so too.

## (c) The direction of the path

**Express $\mathbf v$ through $R$ and its variation with orientation. How is the path related to the surface traced by $\mathbf s=\mathbf n/R(\mathbf n)$?**

*Solution.* The component of $\mathbf v$ along $\mathbf n$ follows from Euler's relation: $\mathbf n\cdot\nabla H(\mathbf n)=H(\mathbf n)=R(\mathbf n)$. For a tangential component, take a unit vector $\mathbf e$ perpendicular to $\mathbf n$. Then $|\mathbf n+\varepsilon\mathbf e|=\sqrt{1+\varepsilon^2}$, and

$$
H(\mathbf n+\varepsilon\mathbf e)=\sqrt{1+\varepsilon^2}\;
R\!\left(\frac{\mathbf n+\varepsilon\mathbf e}{\sqrt{1+\varepsilon^2}}\right).
$$

The square root has no term linear in $\varepsilon$. The derivative at $\varepsilon=0$ is therefore the change of $R$ as the normal turns towards $\mathbf e$, which is $\mathbf e\cdot\nabla_sR$, with $\nabla_s$ the gradient on the unit sphere. Together,

$$
\mathbf v=R\,\mathbf n+\nabla_sR .
$$

The path makes an angle $\psi$ with the normal, where

$$
\tan\psi=\frac{|\nabla_sR|}{R}.
$$

For an isotropic etchant $\nabla_sR=0$, and the point moves along its own normal. The same holds at any smooth maximum, minimum or saddle of $R$. Elsewhere the marker drifts sideways, towards the direction in which a turn of the normal raises the rate.

For the slowness surface, let the normal change by $d\mathbf n$. Then

$$
d\mathbf s=\frac{d\mathbf n}{R}-\frac{\mathbf n\,dR}{R^2}.
$$

Since $\mathbf n$ has unit length, $\mathbf n\cdot d\mathbf n=0$. Hence $\mathbf v\cdot d\mathbf n=\nabla_sR\cdot d\mathbf n=dR$, while $\mathbf v\cdot\mathbf n=R$. It follows that

$$
\mathbf v\cdot d\mathbf s=\frac{dR}{R}-\frac{R\,dR}{R^2}=0 .
$$

Every tangent $d\mathbf s$ of the slowness surface is perpendicular to $\mathbf v$. The path is therefore parallel to the normal of that surface at the chosen orientation, so it can be constructed from a polar plot of $1/R$.

All this requires a derivative of $R$. If the rate has a cusp, as it may at a {111} minimum of silicon, $\nabla_sR$ has no single value there and the result does not apply to that orientation.

## (d) How long the point survives

**Describe the surface by its depth $z=h(x,y,t)$, with $z$ pointing into the silicon. Find how the curvature at a point of fixed orientation changes, and when the smooth description must end.**

*Solution.* Let $\mathbf r=(x,y)$ and $\mathbf g=\nabla h=(p,q)$. The normal into the solid is

$$
\mathbf n=\frac{(-p,-q,1)}{w},\qquad w=\sqrt{1+p^2+q^2}.
$$

A vertical advance $h_t\,dt$ has the normal component $n_z h_t\,dt=h_t\,dt/w$, which must equal $R\,dt$. So

$$
h_t=w\,R(\mathbf n)=H(-p,-q,1)\equiv F(\mathbf g).
$$

Differentiating $F$ with respect to $p$ gives $\partial F/\partial p=-\partial H/\partial m_x=-v_x$, and likewise for $q$. The lateral velocity of the marker is thus $-\nabla F(\mathbf g)$. A marker that starts at $\mathbf r_0$ is later at

$$
\mathbf r=\mathbf r_0-t\,\nabla F(\mathbf g_0),\qquad \mathbf g_0=\nabla h_0(\mathbf r_0).
$$

Let $B_0$ and $B_t$ be the matrices of second derivatives of $h$ at the marker, initially and at time $t$, and let $F''$ be that of $F$. The change of $\mathbf r$ with $\mathbf r_0$ is given by

$$
J=\frac{\partial\mathbf r}{\partial\mathbf r_0}=I-t\,F''B_0 .
$$

The slope is carried along unchanged: $\nabla h(\mathbf r,t)=\nabla h_0(\mathbf r_0)$. Differentiating this with respect to $\mathbf r_0$ yields

$$
B_t\,J=B_0 .
$$

If $B_0$ is invertible, then $B_t^{-1}=JB_0^{-1}=B_0^{-1}-tF''$: the inverse curvature matrix changes linearly in time.

The smooth description fails at the first positive time for which

$$
\det(I-t\,F''B_0)=0 .
$$

At that time some vector $\mathbf u\neq0$ obeys $J\mathbf u=0$, that is, $\mathbf u=tF''B_0\mathbf u$. So $B_0\mathbf u$ cannot vanish, and $B_tJ\mathbf u=B_0\mathbf u$ cannot be met by a finite $B_t$. The curvature diverges and the surface becomes sharp, usually along an edge. A round hill under isotropic etching first sharpens at a point if its curvature is largest at the top; a flat-topped one first sharpens along a ring. For one marker this time is an upper bound on its life as a point of the smooth surface, because an edge born elsewhere may reach it first. Its path ends there, although the formula for the straight line could still be evaluated.

A profile that varies along $x$ alone shows the physics. With $p=\tan\theta$ we have $F=R(\theta)/\cos\theta$ and $d\theta/dp=\cos^2\theta$. Hence, with primes on $R$ denoting $d/d\theta$,

$$
\frac{dF}{dp}=\cos^2\theta\left(\frac{R'}{\cos\theta}+\frac{R\sin\theta}{\cos^2\theta}\right)
=R'\cos\theta+R\sin\theta .
$$

A second differentiation, in which the terms $\mp R'\sin\theta$ cancel, gives

$$
\frac{d^2F}{dp^2}=\cos^3\theta\,(R+R'').
$$

The one-dimensional form of $B_tJ=B_0$ is

$$
h_{xx}(t)=\frac{h_{xx}(0)}{1-t\cos^3\theta\,(R+R'')\,h_{xx}(0)} .
$$

Since $z$ is depth, $h_{xx}>0$ describes a hill of silicon and $h_{xx}<0$ a trough. For isotropic etching $R+R''=R>0$. At the top of a hill, where $\theta=0$, the curvature diverges at $t=1/(Rh_{xx})$, the time needed to etch through one radius of curvature. Troughs become flatter. Where anisotropy makes $R+R''$ negative, the roles are exchanged: hills flatten and troughs sharpen.

## (e) A corrugated (001) surface

**Take $x$, $y$, $z$ along the cube axes, and**

$$
h_0=A\left[\cos\frac{2\pi x}{L}+\cos\frac{2\pi y}{L}\right],\qquad A=4\ \mu\text{m},\quad L=100\ \mu\text{m}.
$$

**Use the smooth cubic-symmetric rate**

$$
R=c_0+c_1(n_x^4+n_y^4+n_z^4)+c_2\,n_x^2n_y^2n_z^2,
$$

**with chosen rates of 1.0, 1.2 and 0.2 µm/min on {100}, {110} and {111}. Find the path and lifetime of the orientation initially at $(x,y)=(60,65)$ µm.**

*Solution.* The model makes {111} the slowest orientation, as in silicon, though only five times slower than {100}, a much smaller contrast than the usual anisotropic etchants give; the numbers do not represent a particular etchant. The corrugated surface tilts by at most 19.6° from [001], while {111} lies at 54.7°, so the {111} rate enters below only through the coefficient $c_2$ of the interpolating polynomial. The three chosen rates require

$$
c_0+c_1=1.0,\qquad c_0+\tfrac12c_1=1.2,\qquad c_0+\tfrac13c_1+\tfrac1{27}c_2=0.2,
$$

so $c_0=1.4$, $c_1=-0.4$ and $c_2=-28.8$ µm/min.

At the starting point the slopes are $p=0.1477$ and $q=0.2033$. They give $\mathbf n=(-0.1433,-0.1972,0.9698)$, tilted by 14.1° from [001]. The rate there is $R=1.0237$ µm/min. To obtain $\nabla_sR$, differentiate the polynomial for $R$ with respect to $n_x,n_y,n_z$ and remove the component along $\mathbf n$. The result is $(0.0847,-0.0738,-0.0025)$ µm/min. The velocity components, in µm/min, are

$$
\begin{aligned}
v_x&=1.0237(-0.1433)+0.0847=-0.062,\\
v_y&=1.0237(-0.1972)-0.0738=-0.276,\\
v_z&=1.0237(0.9698)-0.0025=0.990 .
\end{aligned}
$$

The speed is 1.030 µm/min and the angle from the normal is $\psi=6.3°$. In 8 min the marker moves by $8\mathbf v=(-0.496,-2.205,7.923)$ µm. A point sent along $\mathbf n$ at speed $R$ would end 0.90 µm away from it, which is $8|\nabla_sR|$.

As an independent check, $h_t=F(\nabla h)$ was solved on a fixed grid, without trajectories, and the point of the chosen slope was located every 2 min. Its positions agree with the straight line to better than $10^{-11}$ µm. That figure measures the numerical solution, not the accuracy of the model. The measured direction also passed the test against the normal of a numerically differentiated slowness surface.

The point at $(90,85)$ µm has the same initial slopes but lies in a pit, with curvature opposite to that of the first point. Its displacement in 8 min is the same to all printed digits. Orientation fixes the motion; the shape of the surroundings does not enter.

For the lifetime of the first point, the second derivatives are $F_{pp}=0.6302$, $F_{pq}=-2.7250$ and $F_{qq}=1.3864$ µm/min, and $B_0$ is diagonal with entries 0.012775 and 0.009282 µm⁻¹. In min⁻¹,

$$
M=F''B_0=\begin{pmatrix}0.00805&-0.02529\\-0.03481&0.01287\end{pmatrix}.
$$

Its trace is 0.02092 min⁻¹ and its determinant $-7.77\times10^{-4}$ min⁻². The eigenvalues are

$$
\lambda=0.01046\pm\sqrt{0.01046^2+7.77\times10^{-4}}=0.0402,\ -0.0193\ \text{min}^{-1}.
$$

The positive one gives the bound $1/\lambda=24.9$ min. A search over the whole surface finds the earliest edge at about 22 min, so this marker may be lost before its own bound is reached. The 8 min run ends well before either time.

The two eigenvalues have opposite signs because $F''$ is indefinite here. Reversing the curvature reverses both signs, so the pit point also has a finite bound, $1/0.0193\approx52$ min. In this model a pit can therefore sharpen in one direction while it flattens in another. This follows from the form chosen for $R$ between the three fixed rates: with a {111} rate of 1.0 µm/min and the other two unchanged, $F''$ at this orientation is positive definite. For a real etchant the sign must be taken from measured rates near the orientation in question. The linear law for $B_t^{-1}$ was tested at both points against the grid solution.

## (f) Relaxing the assumption on the rate

**What happens to a fixed orientation if the rate is $a(\mathbf x)R(\mathbf n)$, or $f(t)R(\mathbf n)$, with positive factors $a$ and $f$?**

*Solution.* With the position factor, the arrival time obeys $a(\mathbf x)H(\nabla T)=1$. Differentiation now acts on $a$ too:

$$
\frac{\partial a}{\partial x_i}\,H(\nabla T)
+a\sum_j\frac{\partial H}{\partial m_j}\,\frac{\partial^2T}{\partial x_j\,\partial x_i}=0 .
$$

Along a path with $d\mathbf x/dt=a\nabla H(\nabla T)$ the second term is $d(\partial T/\partial x_i)/dt$. Since $H(\nabla T)=1/a$,

$$
\frac{d}{dt}\nabla T=-\frac{\nabla a}{a}.
$$

The slowness is no longer conserved. Unless $\nabla a$ is parallel to $\mathbf n$, the normal turns along these paths, and the argument for a straight line at fixed orientation is lost. In a control calculation with $a=1+0.1\cos(2\pi x/L)$ and everything else as in part (e), the path of the same orientation departs from its chord by up to 0.14 µm within 8 min.

A time factor is milder. Then $h_t=f(t)F(\nabla h)$. With the new time $\tau=\int_0^t f(t')\,dt'$ we have $h_t=f\,h_\tau$, so $h_\tau=F(\nabla h)$, which is the original problem. The path is the same straight line, $\mathbf x=\mathbf x(0)+\mathbf v\,\tau(t)$, now covered at the variable speed $f(t)|\mathbf v|$. A drift of the bath that multiplies the rates of all orientations by the same factor thus changes the timetable but not the track, whereas a bath that etches faster in one place than in another can bend the track. The full set of computed values is in the numerical output below.

## Computed values

```
Chosen rates R100, R110, R111: 1.00 1.20 0.20 um/min
Rate coefficients c0, c1, c2: 1.4000 -0.4000 -28.8000 um/min
Corrugation amplitude A, period L: 4.0 100.0 um
Start point x, y: 60.0 65.0 um
Slopes p, q: 0.1477 0.2033
Unit normal n: -0.14327 -0.19720 0.96984
Tilt of n from [001]: 14.11 deg
Rate R(n): 1.02372 um/min
Tangential part grad_s R: 0.08471 -0.07376 -0.00248 um/min
Predicted velocity v: -0.06196 -0.27563 0.99036 um/min
Speed |v|: 1.02987 um/min
Angle between v and n: 6.26 deg
Slowness vector n/R: -0.13995 -0.19263 0.94736 min/um
Unit normal of slowness surface: -0.06016 -0.26764 0.96164
Unit direction of measured path: -0.06016 -0.26764 0.96164
t = 0 min, grid solution x, y, z: 60.0000 65.0000 -5.5872 um
t = 0 min, straight line x, y, z: 60.0000 65.0000 -5.5872 um
t = 2 min, grid solution x, y, z: 59.8761 64.4487 -3.6065 um
t = 2 min, straight line x, y, z: 59.8761 64.4487 -3.6065 um
t = 4 min, grid solution x, y, z: 59.7522 63.8975 -1.6258 um
t = 4 min, straight line x, y, z: 59.7522 63.8975 -1.6258 um
t = 6 min, grid solution x, y, z: 59.6282 63.3462 0.3550 um
t = 6 min, straight line x, y, z: 59.6282 63.3462 0.3550 um
t = 8 min, grid solution x, y, z: 59.5043 62.7949 2.3357 um
t = 8 min, straight line x, y, z: 59.5043 62.7949 2.3357 um
Largest path difference: 6.7e-12 um
Bend of path, orientation-only rate: 3.6e-12 um
Gap to naive path along n at end: 0.899 um
Second start point x, y: 90.0 85.0 um
Displacement of first point: -0.4957 -2.2051 7.9229 um
Displacement of second point: -0.4957 -2.2051 7.9229 um
Second derivatives Fpp, Fpq, Fqq: 0.6302 -2.7250 1.3864 um/min
First point hxx, hxy, hyy at 0 min: 0.012775 -0.000000 0.009282 1/um
First point hxx, hxy, hyy at 8 min: 0.014638 -0.003302 0.011092 1/um
Second point hxx, hxy, hyy at 0 min: -0.012775 -0.000000 -0.009282 1/um
Second point hxx, hxy, hyy at 8 min: -0.012608 -0.002313 -0.008840 1/um
Local lifetime bound of first point: 24.86 min
Earliest edge on surface (2 um search grid): 22.11 min
Control: relative rate modulation in x: 0.10
Control: bend of fixed-orientation path: 0.1368 um
```
